# Volume fraction of lognormal grains below a phase-stability diameter, part 1

(Sections cited here and not found follow in the second part.)

## 1. Stability diameter and volume weighting

A ferroelectric memory capacitor made with a hafnium-zirconium oxide film holds its information in the direction of an electric polarization. The film consists of many crystal grains, and two of its possible phases matter here. The orthorhombic phase is polar and can be switched. The monoclinic phase is nonpolar and has the lower free energy in bulk. If the polar phase has the lower surface energy, small grains can prefer it, because a small grain has much surface for its volume.

Suppose the diameters of the grains are known, with each grain listed once. One can then count the grains below a given size. A planar cut through equiaxed grains does not give this list directly, because it meets large grains more often and shows most grains smaller than they are. Its data must first be corrected for both effects. The switched charge depends on something else, the volume that is polar. A few large grains hardly change the count but can hold much of the volume. The question is how to pass from the counted distribution to the volume fraction.

### Assumptions and theorem

Let $D$ be the diameter of a grain drawn at random, each grain having the same chance. The assumptions are these.

**A1. Lognormal count.** The variable $y=\ln(D/D_g)$ is normal with mean zero and variance $s^2>0$. Thus $D_g$ is the number median: half of the grains are smaller.

**A2. Similar shapes.** Every grain has volume $V=cD^3$ with the same constant $c$. For spheres $c=\pi/6$.

**A3. Sharp threshold.** A grain is polar if $D<D_c$ and monoclinic if $D>D_c$, with one stability diameter $D_c$ for all grains.

**A4. Many grains.** The sample is large enough for sums over grains to be replaced by averages over the distribution.

Write $\varphi(t)=e^{-t^2/2}/\sqrt{2\pi}$ for the standard normal density and $\Phi(z)=\int_{-\infty}^{z}\varphi(t)\,dt$ for its distribution function.

**Theorem.** Under A1 to A4 the polar volume fraction is

$$F_V=\Phi(z),\qquad z=\frac{\ln(D_c/D_g)-3s^2}{s}. \tag{1}$$

Weighted by volume, $\ln D$ is again normal with variance $s^2$, and its median is larger by $3s^2$ than the median by number. The volume median of the diameter is therefore

$$D_V=D_g\,e^{3s^2}. \tag{2}$$

In the shift $3s^2$, the variance $s^2$ is that of $\ln D$, not of $D$. Two lemmas prepare the proof. The first gives A3 a thermodynamic basis, and the second carries out the weighting.

### Lemma 1: the stability diameter

Consider a spherical grain of $N$ formula units. Let $u_p$ and $u_m$ be the bulk free energies per formula unit of the polar and monoclinic phases, and $\gamma_p$ and $\gamma_m$ their surface energies per area. Define

$$\Delta u=u_p-u_m,\qquad \Delta\gamma=\gamma_m-\gamma_p .$$

The two differences are taken in opposite order so that both are positive in the case of interest. For now both phases have the same volume $v$ per formula unit.

**Lemma 1.** If $\Delta u>0$ and $\Delta\gamma>0$, the polar phase has the lower free energy for $D<D_c$ and the monoclinic phase for $D>D_c$, where

$$D_c=\frac{6v\,\Delta\gamma}{\Delta u}. \tag{3}$$

*Proof.* The sphere has volume $\pi D^3/6$ and area $\pi D^2$, so $N=\pi D^3/(6v)$. The free energy of the polar grain minus that of the monoclinic grain is

$$\Delta G=N(u_p-u_m)+\pi D^2(\gamma_p-\gamma_m)
=\frac{\pi D^3}{6v}\Delta u-\pi D^2\Delta\gamma .$$

Taking out the common factor gives

$$\Delta G=\pi D^2\left(\frac{D\,\Delta u}{6v}-\Delta\gamma\right).$$

The prefactor is positive. The bracket rises linearly with $D$, starts at $-\Delta\gamma<0$, and vanishes at (3). Hence $\Delta G$ is negative below $D_c$ and positive above it. $\square$

The factor 6 is the ratio of area to volume of a sphere, multiplied by its diameter. Grains that fill space have more area than a sphere of equal volume, and $D_c$, taken as the equal-volume diameter, grows by the same ratio. For the truncated octahedron this ratio is 1.10, and irregular grains have larger ones. In the example of the second half, a ratio of 1.10 moves $D_c$ from 10.6 to 11.7 nm and the polar volume fraction from 0.40 to 0.51. If $\Delta\gamma\le0$ while $\Delta u>0$, the polar phase is not favoured at any size. If $\Delta u\le 0$ while $\Delta\gamma>0$, it is favoured at every size. In neither case is there a threshold.

**Remark on shared boundaries.** In a dense film a boundary belongs to two grains. The energies $\gamma$ must then be the part assigned to one grain. If a boundary between two grains of the same phase costs $\sigma$ per area, each grain receives $\gamma=\sigma/2$. A boundary between unlike phases is taken to cost the mean of the two like ones, which is $\gamma_p+\gamma_m$. Any other cost would make the stability of a grain depend on its neighbours, which this model leaves out.

**Remark on sharpness.** From (3), $\pi D^2\Delta\gamma=N\Delta u\,D_c/D$, so that

$$\Delta G=N\Delta u\left(1-\frac{D_c}{D}\right).$$

Because $N\propto D^3$, we have $dN/d\ln D=3N$, while $d(D_c/D)/d\ln D=-D_c/D$. Therefore

$$\frac{d\Delta G}{d\ln D}
=3N\Delta u\left(1-\frac{D_c}{D}\right)+N\Delta u\frac{D_c}{D}.$$

At $D=D_c$ the first term vanishes, and the slope is $N_c\Delta u$, with $N_c$ the number of formula units at the threshold. If a whole grain could choose its phase in thermal equilibrium at temperature $T$, the change of phase would be spread over a range of $\ln D$ of order

$$\delta_T=\frac{k_BT}{N_c\,\Delta u}. \tag{4}$$

A grain 10 nm wide contains more than ten thousand formula units of volume $0.034\ \mathrm{nm^3}$, which makes $\delta_T$ very small. Thermal choice between the phases therefore does not blur the threshold appreciably. Differences between grains in strain, composition or surroundings can do so, and the second half treats such a spread.

### Lemma 2: weighting by a power of the diameter

Let $f(D)$ be the number density belonging to A1, so that $f(D)\,dD$ is the fraction of grains between $D$ and $D+dD$. Define the fraction below $x$ when each grain is weighted by $D^p$:

$$F_p(x)=\frac{\int_0^x D^p f(D)\,dD}{\int_0^\infty D^p f(D)\,dD}. \tag{5}$$

The choice $p=0$ counts grains, and $p=3$ adds up their volumes.

**Lemma 2.** For every real $p$,

$$\int_0^\infty D^p f(D)\,dD=D_g^{\,p}\,e^{p^2s^2/2}, \tag{6}$$

$$F_p(x)=\Phi\!\left(\frac{\ln(x/D_g)-ps^2}{s}\right). \tag{7}$$

*Proof.* Put $D=D_ge^{y}$. By A1 the fraction of grains in $dy$ is

$$f(D)\,dD=\frac{1}{s\sqrt{2\pi}}\,e^{-y^2/(2s^2)}\,dy .$$

The weight is $D^p=D_g^{\,p}e^{py}$. The exponents add to $py-y^2/(2s^2)$, and completing the square gives

$$py-\frac{y^2}{2s^2}
=-\frac{1}{2s^2}\left(y^2-2ps^2y\right)
=-\frac{1}{2s^2}\left[(y-ps^2)^2-p^2s^4\right].$$

The last term contributes $+p^2s^4/(2s^2)=p^2s^2/2$. Hence

$$D^pf(D)\,dD=D_g^{\,p}e^{p^2s^2/2}\;
\frac{1}{s\sqrt{2\pi}}\,e^{-(y-ps^2)^2/(2s^2)}\,dy . \tag{8}$$

The factor that multiplies $D_g^{\,p}e^{p^2s^2/2}$ is a normal density with mean $ps^2$ and variance $s^2$. Its integral over all $y$ is one, which proves (6). For (7), integrate (8) up to $y=\ln(x/D_g)$ and divide by (6); the constants cancel. With $t=(y-ps^2)/s$ and $dy=s\,dt$, what remains is $\int\varphi(t)\,dt$ from $-\infty$ to $[\ln(x/D_g)-ps^2]/s$. $\square$

Direct numerical integration over $D$ tested (7) at $D_g=8$ nm, for $s=0.20$, $0.35$ and $0.50$, for $p=0,2,3,6$, and at three diameters $x$ between 5 and 18 nm. The fractions agreed within $10^{-6}$.

### Proof of the theorem

By A3 and A4 the polar volume divided by the total volume is

$$F_V=\frac{\int_0^{D_c}cD^3f(D)\,dD}{\int_0^\infty cD^3f(D)\,dD}.$$

By A2 the factor $c$ is the same for all grains and cancels. What is left is $F_3(D_c)$, and (7) with $p=3$ gives (1). Equation (8) with $p=3$ shows that the volume-weighted $y$ is normal with mean $3s^2$ and variance $s^2$. A normal variable has equal mean and median, so the median of $\ln D$ moves from $\ln D_g$ to $\ln D_g+3s^2$. The exponential function is increasing and so carries medians into medians, which gives (2). $\square$

### What the shift means

The logarithm of the number density in $y$ is a parabola with its top at $y=0$. Volume weighting adds the straight line $3y$. The new top lies where the slopes cancel, $3-y/s^2=0$, hence at $y=3s^2$. A straight line has no curvature, so the parabola keeps its width. A broader distribution has a flatter parabola, and the same line moves its top further.

The volume median must be distinguished from other averages. By (6) the grain of average volume has the diameter $(D_g^3e^{9s^2/2})^{1/3}=D_ge^{3s^2/2}$, which has half the logarithmic shift. The volume-weighted mean diameter is the fourth moment divided by the third,

$$\frac{D_g^4e^{8s^2}}{D_g^3e^{9s^2/2}}=D_ge^{7s^2/2},$$

and lies above $D_V$.

The parameter $s$ can be found from the ordinary mean and variance of $D$. Equation (6) gives a mean $D_ge^{s^2/2}$ and a mean square $D_g^2e^{2s^2}$. Dividing the second by the square of the first gives $e^{s^2}$, so

$$s^2=\ln\!\left(1+\frac{\operatorname{Var}D}{(\text{mean of }D)^2}\right).$$

For a narrow distribution, $s$ is therefore close to the relative standard deviation of the diameter.

### Limiting cases

Write $L=\ln(D_c/D_g)$, so that $z=L/s-3s$.

When $s\to0$, all grains approach the size $D_g$. Then $F_V\to1$ for $L>0$ and $F_V\to0$ for $L<0$. For $L=0$ we have $z=-3s\to0$ and $F_V\to1/2$. When $s\to\infty$ at fixed $L$, the term $-3s$ dominates and $F_V\to0$: the volume moves into very large grains.

Between these limits the slope is

$$\frac{\partial z}{\partial s}=-\frac{L}{s^2}-3 .$$

For $L\ge0$ it is negative, so broadening at fixed number median and threshold lowers $F_V$. For $L<0$ the slope is positive until $s^2=|L|/3$. A little broadening then helps, because it creates some grains below the threshold. At the best width, $|L|/s$ and $3s$ both equal $\sqrt{3|L|}$, and $F_V$ reaches its largest value, $\Phi(-2\sqrt{3|L|})$, which is below one half.

If $D_g<D_c<D_ge^{3s^2}$, more than half of the grains are polar, yet less than half of the volume is. In this window the count and the volume name different majority phases.

### Inversion and sensitivity

**Corollary.** To reach a polar volume fraction $q$ with $0<q<1$, at fixed $s$ and $D_c$, the number median must be

$$D_g=D_c\exp\!\left[-3s^2-s\,\Phi^{-1}(q)\right]. \tag{9}$$

At fixed $D_g$ and $s$, the sensitivity to the threshold is

$$\frac{\partial F_V}{\partial\ln D_c}=\frac{\varphi(z)}{s}. \tag{10}$$

*Proof.* Set $\Phi(z)=q$, so that $\ln(D_c/D_g)=3s^2+s\Phi^{-1}(q)$, and solve for $D_g$. For (10), use $\Phi'=\varphi$ and $\partial z/\partial\ln D_c=1/s$. $\square$

Since $D_c$ is proportional to $\Delta\gamma/\Delta u$, a small relative error in either of these differences changes the volume fraction by that error times $\varphi(z)/s$, up to sign.

## 2. Worked example and conditions of validity

The symbols carried over are the number median $D_g$, the standard deviation $s$ of $\ln D$, the stability diameter $D_c=6v\Delta\gamma/\Delta u$, and the volume median $D_V=D_ge^{3s^2}$. Here $\Delta u$ is the bulk free energy of the polar phase minus that of the monoclinic phase, per formula unit of volume $v$, and $\Delta\gamma=\gamma_m-\gamma_p$ is the surface energy difference. With weight $D^p$, the fraction below $x$ is $F_p(x)=\Phi([\ln(x/D_g)-ps^2]/s)$, and the polar volume fraction is $F_V=F_3(D_c)=\Phi(z)$.

### A 20 nm film

Take $D_g=8$ nm and $s=0.35$ in a film 20 nm thick, with $\Delta u=60$ meV, $v=0.034\ \mathrm{nm^3}$, $\gamma_m=1.6\ \mathrm{J/m^2}$ and $\gamma_p=1.1\ \mathrm{J/m^2}$. The grain size and $\Delta u$, meant at 300 K, are rough values for a hafnium-zirconium oxide film. The two surface energies are illustrative. In a dense film, where $\gamma=\sigma/2$, they stand for boundary energies of 3.2 and 2.2 J/m². If 1.6 and 1.1 J/m² were the energies of free surfaces, grains would gain nothing by joining, so real boundaries should cost less. With half the difference $\Delta\gamma$, the threshold would fall to 5.3 nm and the polar volume fraction to 0.01. The numbers below therefore illustrate the weighting and do not predict the phase content of a real film. The bulk difference per volume is $\Delta u/v=283\ \mathrm{MJ/m^3}$, so

$$D_c=\frac{6\times0.50\ \mathrm{J/m^2}}{2.827\times10^8\ \mathrm{J/m^3}}=10.6\ \mathrm{nm}.$$

The logarithmic distance from the median to the threshold is $\ln(D_c/D_g)=0.282$, and the shift is $3s^2=3\times0.1225=0.3675$. The number and volume fractions follow as

$$F_0(D_c)=\Phi\!\left(\frac{0.2824}{0.35}\right)=\Phi(0.807)=0.79,$$

$$F_V=\Phi\!\left(\frac{0.2824-0.3675}{0.35}\right)=\Phi(-0.243)=0.40 .$$

About four grains in five are polar, but they hold two fifths of the volume. The threshold lies between the number median, 8 nm, and the volume median, $8\,e^{0.3675}=11.6$ nm.

The width matters strongly. With $D_g$ and $D_c$ fixed, $F_V$ is 0.52 for $s=0.30$ and 0.31 for $s=0.40$. The sensitivity $\varphi(z)/s$ is 1.1, so to first order a 10 % rise of $\Delta\gamma$ raises $F_V$ by 0.11.

For 90 % of the volume to lie below $D_c$, at the same $s$ and $D_c$, equation (9) with $\Phi^{-1}(0.9)=1.28$ requires $D_g=4.7$ nm. This is a rule for the model's two phases. If a third phase, such as the tetragonal one, takes over in the smallest grains, part of that volume is lost again. In the 8 nm example, grains below 5 nm hold 0.8 % of the volume. At $D_g=4.69$ nm they would hold $\Phi([\ln(5/4.69)-0.3675]/0.35)\approx0.19$, no longer a small correction.

For lognormal grain sizes and a single sharp threshold, the polar volume fraction follows from the counted distribution by a shift of $3s^2$ in the median of $\ln D$; in the example, about four grains in five are polar but hold only two fifths of the volume. It remains to see how this result changes with differing thresholds, a finite number of grains, columnar grains, other size distributions and energies left out of the threshold.

All numerical values are calculated from the stated model.
